# Dirac particle at a sharp step: electrostatic and scalar potentials compared

## Problem

A Dirac particle of mass $m>0$ and energy $E>m$ moves along $x$ and meets a potential step at $x=0$ at normal incidence. In units $\hbar=c=1$ its stationary equation is

$$\left[-i\sigma_x\frac{d}{dx}+\sigma_z\,\bigl(m+S(x)\bigr)+V(x)\right]\psi=E\psi,\qquad \psi=\begin{pmatrix}u\\ l\end{pmatrix}.$$

Here $V$ is an electrostatic potential energy, which adds to the energy, and $S$ is a Lorentz-scalar potential, which adds to the mass. Both vanish for $x<0$. The particle comes from the left with momentum $p=\sqrt{E^2-m^2}$, and nothing comes from the right. Let $R$ and $T$ be the reflected and transmitted currents divided by the incident current, each counted positive along its expected direction of travel.

(a) Express $R$ and $T$ through the ratio $l/u$ of the waves on the two sides.

(b) Let $S=0$ and $V=V_0$ for $x>0$. Show that $T\to 2p/(E+p)$ as $V_0\to\infty$, and find the leading correction at large finite $V_0$.

(c) Let $V=0$ and $S=S_0$ for $x>0$. Show that every $S_0>E-m$ gives total reflection. Find the penetration depth, and the reflection amplitude for $S_0\to\infty$.

(d) Explain the difference, and evaluate the results for $E=1.25\,m$.

The problem concerns one-particle scattering; pair creation is not treated. The step is taken to be sharp first, and its height is increased afterwards.

## Solution

### Two components are enough

The four-component Hamiltonian for motion along one axis is $\alpha p_x+\beta(m+S)+V$. With the spin quantized along that axis, $\alpha$ couples each upper component to one lower component, with coefficient $+1$ for one spin and $-1$ for the other. Changing the sign of the lower component in the second pair makes the two pairs identical. Neither potential couples them, so each obeys the equation above.

### (a) Current and matching

Write $M(x)=m+S(x)$. Multiplying the stationary equation by $i\sigma_x$ and using $\sigma_x^2=1$ gives

$$\psi'=i\sigma_x\,(E-V-M\sigma_z)\,\psi .$$

The right-hand side is bounded, so its integral from $-\epsilon$ to $\epsilon$ vanishes as $\epsilon\to0$. Hence $\psi$ is continuous at the step. Its derivative may jump, and no condition is imposed on it.

The time-dependent equation gives $\partial_t(\psi^\dagger\psi)=-\partial_x(\psi^\dagger\sigma_x\psi)$, so the current is

$$j=\psi^\dagger\sigma_x\psi=2\,\mathrm{Re}(u^*l).$$

In a stationary state the density does not change in time, and $j$ is therefore the same at every $x$.

In a region of constant $V$ and $M$, insert $\psi\propto e^{ikx}$. The two rows of the equation become

$$k\,l=(E-V-M)\,u,\qquad k\,u=(E-V+M)\,l .$$

They give

$$\frac{l}{u}=\frac{k}{E-V+M},\qquad k^2=(E-V)^2-M^2. \tag{1}$$

On the left, $k=\pm p$ and $l/u=\pm a$, where

$$a=\frac{p}{E+m}=\sqrt{\frac{E-m}{E+m}},\qquad 0<a<1 .$$

Let $b$ be the ratio $l/u$ of the wave on the right. With the incident upper component set to one, the spinors at $x=0$ are

$$\begin{pmatrix}1\\a\end{pmatrix}+r\begin{pmatrix}1\\-a\end{pmatrix}=t\begin{pmatrix}1\\b\end{pmatrix}.$$

The upper row says $1+r=t$ and the lower row says $a(1-r)=bt$. Eliminating $t$ gives $a-ar=b+br$, so

$$r=\frac{a-b}{a+b},\qquad t=1+r=\frac{2a}{a+b}. \tag{2}$$

The incident current is $2a$, the reflected current has magnitude $2a|r|^2$, and the transmitted current is $2|t|^2\,\mathrm{Re}\,b$. Therefore

$$R=\left|\frac{a-b}{a+b}\right|^2,\qquad T=\frac{4a\,\mathrm{Re}\,b}{|a+b|^2}. \tag{3}$$

Since $|a+b|^2-|a-b|^2=4a\,\mathrm{Re}\,b$ for real $a$, these satisfy $R+T=1$.

### (b) The electrostatic step

**Choosing the transmitted wave.** For $x>0$, equation (1) reads $k^2=(E-V_0)^2-m^2$. When $V_0>E+m$ this is positive, and $k=\pm q$ with $q=\sqrt{(V_0-E)^2-m^2}$. The direction of travel is set by the group velocity. Differentiating $(E-V_0)^2=k^2+m^2$ with respect to $k$ gives

$$\frac{dE}{dk}=\frac{k}{E-V_0}.$$

The denominator is negative, so a wave that travels to the right has $k=-q$. Its spinor ratio is

$$b=\frac{-q}{E-V_0+m}=\frac{q}{V_0-E-m}=\sqrt{\frac{V_0-E+m}{V_0-E-m}}, \tag{4}$$

where the last form follows from $q^2=(V_0-E+m)(V_0-E-m)$. This $b$ is positive, so the transmitted current also points to the right.

**The limit.** As $V_0\to\infty$, the mass becomes negligible beside $V_0-E$ and $b\to1$. From (2),

$$r\to\frac{a-1}{a+1}=-\frac{E+m-p}{E+m+p}.$$

To simplify the fraction, expand

$$(E+m-p)(E+p)=E^2-p^2+mE+mp=m(m+E+p),$$

where $E^2-p^2=m^2$ was used. Dividing by $(E+p)(E+m+p)$ gives

$$r\to-\frac{m}{E+p},\qquad R\to\frac{m^2}{(E+p)^2}=\frac{(E-p)(E+p)}{(E+p)^2}=\frac{E-p}{E+p}.$$

Because $R+T=1$,

$$\boxed{T\to T_\infty=1-\frac{E-p}{E+p}=\frac{2p}{E+p}} .$$

The limit is nonzero for every $p>0$. For a slow particle, $E\approx m$ and $T_\infty\approx2p/m$, which is small. For $E\gg m$, $p\approx E$ and $T_\infty$ approaches one, with $R\approx m^2/(4E^2)$.

**Finite height.** Equation (4) can be written $b^2=1+2m/(V_0-E-m)$. Thus $b$ falls from infinity to one as $V_0$ rises from $E+m$ to infinity. For real $b$, (3) gives $\ln T=\ln(4a)+\ln b-2\ln(a+b)$, and hence

$$\frac{d\ln T}{db}=\frac1b-\frac{2}{a+b}=\frac{a-b}{b(a+b)}<0,$$

since $b>1>a$. The transmission therefore rises with $V_0$ throughout this range, from zero at $V_0=E+m$ towards $T_\infty$. At large $V_0$, $b=1+m/V_0+O(V_0^{-2})$, and the derivative at $b=1$ is $(a-1)/(a+1)=-m/(E+p)$. Multiplying the two factors gives

$$T=T_\infty\left[1-\frac{m^2}{V_0(E+p)}+O(V_0^{-2})\right]. \tag{5}$$

**The other sign of $k$.** Taking $k=+q$ replaces $b$ by $-b$. In the limit $b\to-1$ one finds $r\to(a+1)/(a-1)=-(E+p)/m$, so

$$R\to\frac{(E+p)^2}{m^2}=\frac{E+p}{E-p}>1,\qquad T=1-R\to-\frac{2p}{E-p}.$$

The negative $T$ shows that the wave on the right carries current to the left, towards the step. This solution contains a wave arriving from the right, which the problem excludes.

### (c) The scalar step

Now $V=0$ and $M=m+S_0$ for $x>0$. The condition $S_0>E-m$ means $M>E$, so (1) gives $k^2=E^2-M^2<0$. The solution that stays bounded has

$$k=i\kappa,\qquad \kappa=\sqrt{M^2-E^2},\qquad \psi\propto e^{-\kappa x}.$$

Its spinor ratio is purely imaginary:

$$b=\frac{i\kappa}{E+M}=i\eta,\qquad \eta=\sqrt{\frac{M-E}{M+E}} .$$

Since $\mathrm{Re}\,b=0$, equation (3) gives $T=0$. The reflection amplitude is

$$r=\frac{a-i\eta}{a+i\eta},\qquad |r|^2=\frac{a^2+\eta^2}{a^2+\eta^2}=1. \tag{6}$$

No assumption about the size of $S_0$ entered beyond $S_0>E-m$, so the reflection is total at every such height.

The density on the right is not zero. It falls as $e^{-2\kappa x}$, with depth $1/(2\kappa)$, but it carries no current. The depth shrinks to zero as $S_0\to\infty$. In that limit $\eta\to1$, and multiplying numerator and denominator of (6) by $a-i$ gives

$$r\to\frac{a-i}{a+i}=\frac{(a-i)^2}{a^2+1}=\frac{a^2-1-2ia}{a^2+1}.$$

From $a^2=(E-m)/(E+m)$ follow $a^2+1=2E/(E+m)$ and $a^2-1=-2m/(E+m)$. With $a=p/(E+m)$ the common factor $2/(E+m)$ cancels, and

$$r\to-\frac{m+ip}{E}.$$

Its modulus is one because $m^2+p^2=E^2$.

For $0<S_0<E-m$, by contrast, $k$ is real and positive on the right, $b=k/(E+M)>0$, and part of the current is transmitted.

### (d) The reason for the difference, and numbers

By (1), a wave propagates on the right when $|E-V|>M$. An electrostatic step moves the gap of forbidden energies from $(-m,m)$ to $(V_0-m,V_0+m)$ without changing its width. For $E-m<V_0<E+m$ the energy lies in the gap, $b$ is imaginary, and the reflection is total. A higher step lifts the gap past $E$, and the particle then finds propagating states of the lower continuum. A scalar step widens the gap to $(-M,M)$. Once $E$ is inside, raising $S_0$ further cannot bring it out.

**Electrostatic numbers.** Take $E=1.25\,m$. Then $p=\sqrt{1.25^2-1}\,m=0.75\,m$ and $a=0.75/2.25=1/3$. The limits are

$$T_\infty=\frac{2(0.75)}{1.25+0.75}=0.75,\qquad R_\infty=\frac{0.5}{2}=0.25,\qquad r_\infty=-\frac12 .$$

At $V_0=m$, inside the gap, $R=1$. Above the gap the transmission grows as follows.

| $V_0/m$ | $T$ |
|---|---|
| 2.3 | 0.1881 |
| 3 | 0.5051 |
| 5 | 0.6455 |
| 10 | 0.7065 |
| 100 | 0.7462 |

For $V_0=5\,m$, the transmitted wave has $k=-\sqrt{3.75^2-1}\,m=-3.614\,m$ and group velocity $3.614/3.75=0.964$ in units of $c$. Its momentum is negative although it moves to the right. At $V_0=10^4\,m$ the quantity $V_0(1-T/T_\infty)$ is $0.5001\,m$, while (5) predicts $m^2/(E+p)=0.5\,m$ at leading order. The excluded choice of wave would give $R=2/0.5=4$ and $T=-1.5/0.5=-3$ in the limit.

**Scalar numbers.** The threshold is $E-m=0.25\,m$. Below it, at $S_0=0.1\,m$, $T=0.981$. Above it, at $S_0=0.5\,m$, $M=1.5\,m$ and $\eta^2=0.25/2.75=1/11$. With $a^2=1/9$, the real part of (6) is

$$\mathrm{Re}\,r=\frac{a^2-\eta^2}{a^2+\eta^2}=\frac{11-9}{11+9}=0.1,$$

and the imaginary part is $-0.995$, so that $R=1$. The decay constant is $\kappa=\sqrt{1.5^2-1.25^2}\,m=0.829\,m$, and the density depth is $0.603/m$. For an electron this is $0.233$ pm. As $S_0\to\infty$, $r\to-0.8-0.6i$.

**Wave packets.** The choice of the outgoing wave can be checked without using stationary states to evolve the particle. A packet with mean momentum $0.75\,m$ and momentum spread $0.05\,m$ was propagated in time against the step $V_0=5\,m$. The transmitted fraction was $0.646$, against $0.645$ from the formula averaged over the packet; the difference of about $0.001$ is the size of the error from the finite grid and time step. The mean momentum of the transmitted part was $-3.61\,m$. Against the scalar step $S_0=0.5\,m$, a fraction of about $7\times10^{-5}$ was at $x>0$ at the final time. This does not contradict $T=0$, since a packet at a finite time may still have a tail at the step, where its density penetrates.

**How sharp the step must be.** Replace the electrostatic step by $V(x)=\tfrac12V_0[1+\tanh(x/w)]$ with $V_0=20\,m$. The sharp value is $T=0.730$. Numerical integration gives $0.676$ for $w=0.1/m$, $0.541$ for $w=0.3/m$ and $0.190$ for $w=1/m$. The smooth potential contains an interval where $|E-V(x)|<m$, so that the local $k$ is imaginary, and at fixed $V_0$ the length of this interval is proportional to $w$. For $w=1/m$ the tunnelling factor $\exp\left(-2\int|k|\,dx\right)$ across this interval is $0.191$, close to the computed $0.190$. For the two narrower rises the potential changes too fast for this estimate, which gives $0.61$ and $0.85$ and does not reproduce $T$. These values are all at $E=1.25\,m$ and one height. In this case a rise with $w=1/m$ gives a transmission well below the sharp value. The limit $2p/(E+p)$ was derived for a sharp step, and the derivation does not cover a rise of fixed width.

## Table of computed values

```
Unit of energy and momentum: m (hbar = c = 1)
E = 1.25 m, p = 0.75 m, a = 0.333333
Limit T = 0.750000, limit R = 0.250000
Limit r, electrostatic = -0.500000
V0 = 1 m (inside gap): R = 1.000000
V0 = 2.3 m: T = 0.188134
V0 = 2.5 m: T = 0.360000
V0 = 3 m: T = 0.505137
V0 = 5 m: T = 0.645536
V0 = 10 m: T = 0.706453
V0 = 100 m: T = 0.746198
V0 = 10000 m: T = 0.749962
V0 (1 - T/T_limit) at V0 = 1e4 m: 0.50007 m
Predicted coefficient m^2/(E+p): 0.50000 m
V0 = 5 m: outgoing k = -3.61421 m
V0 = 5 m: its group velocity = 0.96379 c
Wrong direction, V0 = 1e6 m: R = 4.0000
Wrong direction, V0 = 1e6 m: T = -3.0000
E = 1.01 m: limit T = 0.246184
E = 2 m: limit T = 0.928203
E = 10 m: limit T = 0.997487
V0 = 20 m, sharp: T = 0.729859
V0 = 20 m, tanh width 0.001/m: T = 0.729847
V0 = 20 m, tanh width 0.1/m: T = 0.676199
V0 = 20 m, tanh width 0.3/m: T = 0.540722
V0 = 20 m, tanh width 1/m: T = 0.189771
Scalar threshold E - m = 0.25 m
S0 = 0.1 m: R = 0.018961, T = 0.981039
S0 = 0.5 m: r = 0.10000 -0.99499i, R = 1.000000
S0 = 5 m: r = -0.71000 -0.70420i, R = 1.000000
S0 = 100 m: r = -0.79550 -0.60595i, R = 1.000000
S0 = 1e+06 m: r = -0.80000 -0.60000i, R = 1.000000
Limit r, scalar = -0.80000 -0.60000i
S0 = 0.5 m: kappa = 0.82916 m
S0 = 0.5 m: density depth = 0.60302/m
Same depth for an electron = 0.2329 pm
Packets: momentum spread 0.05 m, start x = -45/m, time 140/m
Packet, V0 = 5 m: transmitted fraction = 0.6458
Packet, V0 = 5 m: averaged formula = 0.6446
Packet, V0 = 5 m: transmitted mean k = -3.613 m
Packet, S0 = 0.5 m: fraction at x > 0 = 7.4e-05
```
